# Exact return of distant walkers in off-lattice diffusion-limited aggregation

## Definitions and conventions

Particles are disks of diameter 1, and cluster lengths are in this unit. A position in the plane is a complex number $z$. The seed is at $c_0=0$, the centres of the attached particles are $c_1,c_2,\dots$, and $r_{\max}=\max_j|c_j|$. A walker is represented by its centre. It touches the cluster when $\min_j|z-c_j|=1$, so for the walker's centre the absorbing set $A$ is the union of unit-radius disks around the $c_j$.

The launching circle is centred on the seed and has radius $R\ge r_{\max}+1$. It therefore encloses every contact position. For a walker outside it, at $|z|=r>R$, define $\rho=R/r<1$, and let $\theta$ be the angle of its first hit on the circle, measured from its own direction $z/|z|$.

The model describes an island that grows by irreversible capture of single adatoms. Each adatom starts far from the island; those deposited on it or close to it, which can follow a different attachment law, are left out. Diffusion is isotropic and Brownian, one adatom moves at a time, and the cluster is frozen meanwhile. There is no edge diffusion, desorption or competing island. The disks are off-lattice: on a crystal surface adatoms attach at lattice sites, and the resulting anisotropy of island shape is not represented. Under these assumptions an excursion outside the circle can be replaced by one random draw from

$$P(\theta)=\frac{1}{2\pi}\,\frac{r^2-R^2}{r^2+R^2-2rR\cos\theta}. \tag{1}$$

The law of the attachment point is unchanged, and no killing radius is needed.

## The walker returns, but the mean time is infinite

Let $h(r)$ be the probability of reaching a large radius $M$ before $R$. It is harmonic, so $(rh')'=0$, with $h(R)=0$ and $h(M)=1$. Hence

$$h(r)=\frac{\ln(r/R)}{\ln(M/R)}\longrightarrow 0\qquad(M\to\infty).$$

A walker leaves a bounded annulus with probability one. One that never hit $R$ would have to reach every $M$ first, so this event has probability zero.

The mean exit time $T$ from the annulus obeys $D\nabla^2T=-1$ with $T(R)=T(M)=0$, where $D$ is the diffusion coefficient. Since $\nabla^2r^2=4$,

$$T=\frac{1}{4D}\left[(M^2-R^2)\frac{\ln(r/R)}{\ln(M/R)}-(r^2-R^2)\right].$$

This diverges as $M\to\infty$, and the time to hit $R$ is at least the exit time. The return rule thus gives the place of return and supplies no clock.

## The hitting distribution

With the polar angle $\vartheta$ measured from the walker's initial direction, the functions $(R/r)^n\cos n\vartheta$, $n\ge1$, are harmonic: the radial part of $r^2\nabla^2$ gives $+n^2$ and the angular part $-n^2$. They are also bounded by 1 outside the circle.

The mean of a harmonic function over the exit point from the annulus equals its value at the start. As $M\to\infty$, the exits at $M$ contribute nothing, because their probability vanishes and the function is bounded. Therefore

$$\langle\cos n\theta\rangle=\rho^n,\qquad \langle\sin n\theta\rangle=0,$$

the second by reflection symmetry. These are the Fourier coefficients of the density. With $q=\rho e^{i\theta}$,

$$P=\frac1{2\pi}\Big[1+2\sum_{n\ge1}\rho^n\cos n\theta\Big]
=\frac1{2\pi}\,\mathrm{Re}\,\frac{1+q}{1-q}
=\frac1{2\pi}\,\frac{1-\rho^2}{1+\rho^2-2\rho\cos\theta}.$$

The last step multiplies numerator and denominator by $1-\bar q$ and uses $\mathrm{Re}[(1+q)(1-\bar q)]=1-|q|^2$. Multiplying above and below by $r^2$ gives (1).

For $r\to\infty$ the density becomes uniform, with leading correction $\rho\cos\theta/\pi$. A walker from infinity therefore first meets the circle at a uniform point, which justifies a uniform launch. Close to the circle, put $\delta=r-R\ll R$ and $s=R\theta$ with $|s|\ll R$. The numerator is about $2R\delta$ and the denominator about $2\pi(\delta^2+s^2)$, so the density per unit arc length is $\delta/[\pi(\delta^2+s^2)]$, the Cauchy law for a straight wall.

At $r/R=1.5203$ the density is 0.7710 per radian in front and 0.0329 behind: the return retains much of the walker's direction. An independent test used a nearest-neighbour walk in $(\ln r,\vartheta)$, where $r^2\nabla^2$ becomes the ordinary Laplacian. Its largest deviation from (1) fell from 0.00621 to 0.00150 per radian when the grid spacing was halved. The factor of about 4 is that of a second-order discretization error.

## Drawing the angle

Let $\zeta=e^{i\varphi}$ with $\varphi$ uniform on $[0,2\pi)$, and set

$$w=e^{i\theta}=\frac{\zeta+\rho}{1+\rho\zeta}. \tag{2}$$

The modulus is 1, since $|\zeta+\rho|=|1+\rho\bar\zeta|=|1+\rho\zeta|$. The inverse is $\zeta=(w-\rho)/(1-\rho w)$, with $d\zeta/dw=(1-\rho^2)/(1-\rho w)^2$. On the unit circle $d\varphi/d\theta=(w/\zeta)\,d\zeta/dw$, so

$$\frac{d\varphi}{d\theta}=\frac{w(1-\rho^2)}{(w-\rho)(1-\rho w)}
=\frac{1-\rho^2}{(1-\rho\bar w)(1-\rho w)}
=\frac{1-\rho^2}{1+\rho^2-2\rho\cos\theta}.$$

Multiplication by the uniform density $1/2\pi$ gives $P$. The new position is $R\,(z/|z|)\,w$; the factor $z/|z|$ restores the walker's direction.

A form with better rounding follows from

$$i\tan\frac\theta2=\frac{w-1}{w+1}=\frac{(1-\rho)(\zeta-1)}{(1+\rho)(\zeta+1)}
\;\Rightarrow\;\tan\frac\theta2=\frac{r-R}{r+R}\tan\frac\varphi2. \tag{3}$$

For $r/R=2$ and $\varphi=2\pi\times0.2$, the right side is $\tan(0.2\pi)/3=0.242$, so $\theta=0.475$ rad.

## Why the replacement is exact, and the algorithm

Inside the circle, let $g=\min_j|z-c_j|-1$ be the gap. A Brownian path from $z$ first leaves the disk of radius $g$ around $z$ at a uniform point, by rotational symmetry, and that disk contains no absorbing point in its interior. A jump to this point skips no attachment. Nor does the return, because nothing absorbs outside $R$. Both moves end at first-passage times, after which a Brownian path starts afresh (the strong Markov property). The algorithm thus samples one Brownian path at successive first passages. A jump may cross the launching circle; the return rule is then applied from where it ends.

```
centres = [0];  rmax = 0
repeat until N particles:
    R = rmax + 1
    z = R * exp(2*pi*i*uniform())
    loop:
        j = index of nearest centre
        d = |z - centres[j]|;  g = d - 1
        if g < eps: leave loop
        z = z + g * exp(2*pi*i*uniform())
        if |z| > R:
            r = |z|;  phi = 2*pi*uniform()
            theta = 2*atan2((r-R)*sin(phi/2),
                            (r+R)*cos(phi/2))
            z = R * (z/r) * exp(i*theta)
    c = centres[j] + (z - centres[j]) / d
    append c;  rmax = max(rmax, |c|)
```

The contact shell $\epsilon$ is the geometric approximation of the scheme. The final projection moves the walker by $g<\epsilon$. Every other centre was at least $1+g$ away, so by the triangle inequality it remains at least 1 away: apart from rounding, the projection creates no overlap.

## Cost

**Without returns.** Suppose walkers outside an absorbing circle of radius $R$ make largest-empty-circle jumps, with no return rule. A jump has length $r-R$ and changes $\ln r$ by $\ln|1+k\zeta|$, where $k=1-R/r$. For $k<1$,

$$\ln|1+k\zeta|=\sum_{n\ge1}\frac{(-1)^{n+1}k^n}{n}\cos n\varphi ,$$

so its mean is zero and its variance is $\tfrac12\sum k^{2n}/n^2\le\pi^2/12$. If the mean number of jumps were finite, optional stopping would make the mean final value of $\ln r$ equal its initial value. But the walk stops in a thin shell at $R$, below a start outside the shell. This contradiction shows that the mean number of jumps is infinite.

Far out, $\ln r$ is a zero-mean walk of finite variance with absorption on one side. In the diffusion approximation its survival probability falls as $n^{-1/2}$ after $n$ jumps. From $r/R=1.5$, the surviving fraction was 0.0193 after 400 jumps and 0.0094 after 1600, an exponent of $0.52\pm0.03$ (counting error of 40000 walkers) against the asymptotic 0.5.

**With returns.** An excursion costs one random number and a few elementary functions. Since the seed is at the centre, $g\le|z|-1\le R-1$, so no jump ends beyond $2R-1$.

The approach to contact costs only logarithmically many jumps in $1/\epsilon$, by the following drift estimate. Near a locally flat wall, one jump multiplies the gap by $1+\cos\varphi=|1+\zeta|^2/2$. The mean of $\ln|1+\zeta|$ is zero (the limit $k\to1$ above), so the mean change of $\ln g$ is $-\ln2$. For a flat wall, the mean number of jumps from $g=1$ to below $\epsilon=0.001$ is therefore at least $\ln1000/\ln2\approx10$. It is somewhat larger because the last jump overshoots $\epsilon$, by an amount in $\ln g$ whose mean stays bounded as $\epsilon\to0$.

A plain nearest-centre search costs $O(k)$ operations per jump for $k$ particles, hence $O(N^2)$ times the mean number of jumps per particle for the whole cluster. That number is not shown here to stay bounded: at $\epsilon=0.001$ it rises slowly with size, on one cluster from about 14 at 30 particles to about 18 at 2000. A spatial search structure addresses this separate cost.

## What a killing radius does

Now launch uniformly on $R$, discard the walker at $K>R$, and relaunch until one attaches. For one launch, let $G$ be the Green function averaged over the ring, with $-\nabla^2G$ equal to the unit ring source and $G=0$ on $A$ and on $K$. Without the cluster it would be

$$V(r)=\frac1{2\pi}\ln\frac{K}{\max(r,R)},$$

which has the constant value $V_R=\ln(K/R)/2\pi$ throughout $r\le R$.

Let $p(z)$ be the probability of reaching $A$ before $K$. It is harmonic, equal to 1 on $A$ and 0 on $K$. The function $V-V_Rp$ has the right source and boundary values, so it is $G$. Inside $R$ this reads $G=V_R(1-p)$. With $\partial_n$ pointing out of $A$, the attachment density is

$$\partial_nG=V_R\,(-\partial_np). \tag{4}$$

This is proportional to the equilibrium charge of a conductor $A$ inside a grounded circle $K$. The launching radius affects the prefactor, the yield per launch, but not the normalized law. At finite $K$ this law generally differs from that for walkers from infinity; a disk concentric with $K$ is an exception by symmetry.

**A displaced disk.** Let $A$ be a disk of radius $a$ with centre at $e>0$ on the real axis, inside the launching circle. Seek points $X>K$ and $K^2/X$ that are mutually inverse in both circles. Inversion in the disk requires $(X-e)(K^2/X-e)=a^2$. Expanding and multiplying by $-X$ gives

$$eX^2-(K^2+e^2-a^2)X+eK^2=0. \tag{5}$$

The product of the roots is $K^2$, so $X$ is the larger one. The function $L=\ln(|z-X|/|z-K^2/X|)$ is constant on each circle.

Put $d=X-e$ and $s=a/d$. On the disk, $z-e=ae^{i\theta}$, where $\theta$ is now the angle about its centre, and the inner point lies at distance $a^2/d=as$ from that centre. With $q=se^{i\theta}$,

$$-\partial_nL=\frac1a\,\mathrm{Re}\left[\frac1{1-\bar q}+\frac{q}{1-q}\right]
=\frac1a\,\frac{1-s^2}{1+s^2-2s\cos\theta}.$$

This has the form of the hitting kernel, with $\rho$ replaced by $s$. The killed law therefore has

$$\langle\cos\theta\rangle=s=\frac{a}{X-e}\simeq\frac{ae}{K^2}\qquad(K\gg a,e), \tag{6}$$

because $X\simeq K^2/e$. From infinity the disk is hit uniformly and the mean is zero. Killing favours the side that protrudes towards the killing circle.

For the yield, $L=\ln(d/a)$ on the disk and $\ln(X/K)$ on the outer circle. Let $\Lambda=\ln[dK/(aX)]$ be the difference. The flux of $-\partial_nL$ is $2\pi$, so that of $-\partial_np$ is $2\pi/\Lambda$, and (4) gives the attached fraction $f=\ln(K/R)/\Lambda$. The inversion condition gives $a/d=(K^2/X-e)/a$, hence

$$2\cosh\Lambda=\frac{dK}{aX}+\frac{aX}{dK}
=\frac{2K^2-e(X+K^2/X)}{aK}=\frac{K^2+a^2-e^2}{aK},$$

where the sum of the roots of (5) was used. Thus

$$f=\frac{\ln(K/R)}{\operatorname{arccosh}\{(K^2+a^2-e^2)/(2aK)\}}. \tag{7}$$

At large $K$, $\Lambda\simeq\ln(K/a)$ and the discarded fraction is about $\ln(R/a)/\ln(K/a)$. For this disk the bias falls as $K^{-2}$, while the waste falls only logarithmically.

## Worked example

**Disk.** In units of a reference launching radius, which is used unless another is stated, take $a=0.4$, $e=0.5$, $K=2$. Equation (5) becomes $0.5X^2-4.09X+2=0$, so $X=4.09+\sqrt{4.09^2-4}=7.658$ and $s=0.4/7.158=0.0559$. The density ratio between the outermost and innermost points is $[(1+s)/(1-s)]^2\approx1.25$, where it should be 1.

Simulated killing gave a mean cosine of $0.0586\pm0.0024$; errors are one standard error. Launching at 1.5 with the same $K$ gave $0.0572\pm0.0037$, consistent with a law independent of the launching radius, although the attached fraction fell from 0.449 to 0.187. At $K=4$ the formula gives 0.0128, but 39% of launches are still discarded. The return rule gave $-0.0019\pm0.0016$, compatible with zero.

**Needle.** A needle from 0 to $b=0.9$ models a protruding branch. The map $z=b/2+(b/4)(\zeta+1/\zeta)$ takes the exterior of the unit circle to the exterior of the needle and keeps infinity fixed. Hitting laws are conformally invariant, so $x=(b/2)(1+\cos\varphi)$ with $\varphi$ uniform. The outer tenth requires $\cos\varphi>0.8$ and receives the share $\arccos(0.8)/\pi=0.2048$.

The return rule gave $0.2031\pm0.0009$ there, 1.9 standard errors low, and $0.2047\pm0.0009$ at the inner end. Killing at $K=2$ gave $0.2189\pm0.0016$, which exceeds the arcsine value by $(6.9\pm0.8)\%$ of that value. The sample establishes the sign of the bias on this fixed shape, but its size only roughly. The killed law can also be computed without sampling, as the equilibrium charge of the needle inside the grounded circle. Write its density in $\varphi\in[0,\pi]$ as $(1+\sum a_n\cos n\varphi)/\pi$. The image term $\ln(1-xx'/K^2)\simeq-xx'/K^2$ of the Green function gives $a_1\simeq(b/2)^2/K^2=0.0506$ at leading order, which raises the share by $0.6\,a_1/\pi$, or 4.7% of the arcsine value. Keeping all orders gives a share of 0.2160, an excess of 5.5%, so the sample lies 1.8 standard errors high. The accumulated effect on a growing cluster was not measured.

**Clusters.** Eight clusters of 1000 particles were grown with $\epsilon=0.001$. An attached particle needed on average 17.5 jumps and 2.32 returns. The mean radius of gyration rose from 8.49 diameters at 125 particles to 28.65 at 1000. If it scales as $N^{1/D_f}$, these end points give $D_f=\ln8/\ln(28.65/8.49)=1.71$. Separate fits to four sizes in each cluster give $1.71\pm0.03$. This is an effective dimension over a factor of eight in size; the error is statistical and does not include finite-size drift.

## Stability and failure modes

- **Circle too small.** If $R<r_{\max}+1$, contact positions may lie outside the circle, and the return can skip an attachment.
- **Rounding near the circle.** In (2), numerator and denominator both become small when $\rho\to1$ and $\zeta\to-1$. The two-argument arctangent form of (3) avoids this quotient.
- **Contact shell.** A larger $\epsilon$ saves jumps but blurs contacts, including the choice between neighbouring particles in a narrow gap. Convergence should be checked by reducing $\epsilon$; that was not done here.
- **Finite steps.** A walker with finite hops overshoots the circle and does not obey (1) exactly. The rule belongs to the Brownian limit.
- **Anisotropic diffusion.** Coordinates must first be rescaled to make diffusion isotropic. The contact disks then become ellipses, and the gap calculation must change.
- **Desorption.** With adatom lifetime $\tau$ and $\lambda=\sqrt{D\tau}$, the return probability $h$ obeys $\nabla^2h=h/\lambda^2$. Its decaying solution is $h=K_0(r/\lambda)/K_0(R/\lambda)<1$, with $K_0$ the modified Bessel function. Certain return is then wrong.
- **Other islands.** Another sink outside the circle invalidates (1). At finite island density, the capture geometry of the neighbours must be included.

The numerical output below gives the remaining values.

## Calculated quantities

```
KERNEL (lengths in launching radii)
start radius r/R: 1.5203
kernel at theta=0: 0.7710 per rad
kernel at theta=pi: 0.0329 per rad
lattice walk, 120 angles, max deviation: 0.00621 per rad
lattice walk, 240 angles, max deviation: 0.00150 per rad
sampler example r/R=2, u=0.2: theta = 0.4752 rad
DISPLACED DISK (lengths in launching radii)
disk radius a = 0.4, displacement e = 0.5, launches = 200000
exact return: mean cosine = -0.0019 +- 0.0016 (true 0)
killing, launch 1.0, K=2.0: mean cosine 0.0586 +- 0.0024, formula 0.0559
  attached fraction 0.4492, formula 0.4495; a*e/K^2 = 0.0500
killing, launch 1.5, K=2.0: mean cosine 0.0572 +- 0.0037, formula 0.0559
  attached fraction 0.1871, formula 0.1866; a*e/K^2 = 0.0500
killing, launch 1.0, K=4.0: mean cosine 0.0137 +- 0.0020, formula 0.0128
  attached fraction 0.6067, formula 0.6062; a*e/K^2 = 0.0125
NEEDLE FROM CENTRE OUTWARDS (lengths in launching radii)
needle length b = 0.9
arcsine share of each end tenth: 0.2048
exact return, outer tenth: 0.2031 +- 0.0009
exact return, inner tenth: 0.2047 +- 0.0009
killing at K=2, outer tenth: 0.2189 +- 0.0016
WITHOUT RETURN: walkers from r/R=1.5 still outside the circle
after 400 jumps: 0.0193; after 1600: 0.0094
tail exponent: 0.524 (expected 0.5)
CLUSTERS (lengths in particle diameters)
clusters: 8, particles in each: 1000
contact shell: 0.001 diameters
jumps per attached particle: 17.5
returns per attached particle: 2.32
mean radius of gyration at 125 particles: 8.49 diameters
mean radius of gyration at 250 particles: 12.84 diameters
mean radius of gyration at 500 particles: 19.23 diameters
mean radius of gyration at 1000 particles: 28.65 diameters
mean outermost centre distance: 54.7 diameters
effective dimension: 1.713 +- 0.032
```
